# A Zero Hall Voltage Does Not Mean an Absence of Carriers

An implanted film is annealed and, while it is still hot, a current is passed through it in a magnetic field. The Hall voltage is zero. If this is read as "no carriers", the implant is judged inactive, and the dose or the anneal is increased to cure a fault that may not exist. The uniformly doped model film below gives a vanishing low-field Hall voltage while about a third of its implanted acceptors are active and its conductivity is finite.

## A film with carriers and no Hall voltage

Take a CdTe film, 1000 nm thick, capped and on an insulating substrate, implanted with $5.00\times10^{12}$ acceptors per cm$^2$ and measured at an anneal temperature of 800 K. The material parameters are rough: gap 1.25 eV, electron mobility $\mu_e=200$ cm$^2$/Vs, hole mobility $\mu_h=20$ cm$^2$/Vs. With rough band masses (0.10 electron masses for the electrons, 0.60 and 0.12 for heavy and light holes), this gap and temperature give an intrinsic density $n_i=1.597\times10^{15}$ cm$^{-3}$. The digits serve the arithmetic; the inputs do not justify them as predictions.

Suppose that the acceptors are spread evenly through the depth (a single implant is not; the last section sizes this) and that the net active acceptor density is $1.581\times10^{16}$ cm$^{-3}$. Neutrality, $p-n=1.581\times10^{16}$ cm$^{-3}$, and equilibrium, $pn=n_i^2$, then give

$$p=1.597\times10^{16}\ \text{cm}^{-3},\qquad n=1.597\times10^{14}\ \text{cm}^{-3}.$$

In atomic-scale units the hole density is $1.597\times10^{-8}$ Å$^{-3}$. The conductivity is

$$\begin{aligned}\sigma&=e(p\mu_h+n\mu_e)\\&=(1.602\times10^{-19}\ \text{C})\,(3.194\times10^{17}+0.319\times10^{17})\ \text{cm}^{-1}\text{V}^{-1}\text{s}^{-1}\\&=0.0563\ \text{S/cm}.\end{aligned}$$

Send 10 µA along $+x$ through a bar 1.0 mm wide, with $B=0.50$ T along $+z$. The field along the bar is $E_x=17.76$ V/cm. A hole drifts along $+x$ at speed $\mu_hE_x$. The magnetic force pushes it towards $-y$, since $\hat x\times\hat z=-\hat y$, and gives it a sideways velocity $-\mu_h^2E_xB$ to first order in $B$. An electron drifts along $-x$, but its charge is negative too. The two signs cancel in the force, and it also goes towards $-y$, at $-\mu_e^2E_xB$.

Multiplying by the densities gives the sideways particle fluxes. The ratio of their sizes is

$$\frac{p\mu_h^2}{n\mu_e^2}=\frac{(1.597\times10^{16})(20)^2}{(1.597\times10^{14})(200)^2}=1,$$

and each flux is $-5.67\times10^{15}$ cm$^{-2}$s$^{-1}$. Equal numbers of positive and negative charges move to the same edge, so no net charge goes there. No transverse field is needed to stop a charge current, and the Hall voltage vanishes to first order in $B$.

The net active dose is $(1.581\times10^{16}\ \text{cm}^{-3})(10^{-4}\ \text{cm})=1.58\times10^{12}$ cm$^{-2}$, or 31.6 % of the implant. The same holes without the electrons would give

$$V_H=\frac{IB}{ept}=1.95\ \text{mV}.$$

Electrons, one per hundred holes, remove this signal because the mobility enters squared.

## The correct statement

The algebra uses atomic units, with $e=1$; in SI units the Hall coefficient below is divided by $e$. Let $R_H=E_y/(J_xB)$, measured with $J_y=0$, so that holes alone give a positive sign.

**Statement.** In a uniform, isotropic conductor with one kind of hole, one kind of electron, unit Hall factors, a uniform temperature and carrier densities that stay uniform across the bar,

$$R_H=\frac{p\mu_h^2-n\mu_e^2}{(p\mu_h+n\mu_e)^2}\qquad(B\to0).$$

It vanishes when $p\mu_h^2=n\mu_e^2$, at the finite conductivity $p\mu_h+n\mu_e$.

**Proof.** Let a carrier have charge $s=\pm1$, mass $m$ and one scattering time $\tau$. In the steady state the force balances the friction, $s(\mathbf E+\mathbf v\times\mathbf B)=m\mathbf v/\tau$. With $\mu=\tau/m$ and $\mathbf v\times\mathbf B=(v_yB,-v_xB)$,

$$v_x=s\mu(E_x+v_yB),\qquad v_y=s\mu(E_y-v_xB).$$

Insert each equation into the other and use $s^2=1$:

$$v_x=\frac{s\mu E_x+\mu^2BE_y}{1+\mu^2B^2},\qquad v_y=\frac{s\mu E_y-\mu^2BE_x}{1+\mu^2B^2}.$$

The current is the sum of $sN\mathbf v$ over both types, where $N$ is the density of the type. Hence

$$J_x=AE_x+KE_y,\qquad J_y=AE_y-KE_x,$$

$$A=\sum\frac{N\mu}{1+\mu^2B^2},\qquad K=B\sum\frac{sN\mu^2}{1+\mu^2B^2}.$$

Setting $J_y=0$ gives $E_y=(K/A)E_x$, then $J_x=(A^2+K^2)E_x/A$, and so

$$R_H=\frac{K}{B(A^2+K^2)}.$$

As $B\to0$, $A\to p\mu_h+n\mu_e$ and $K/B\to p\mu_h^2-n\mu_e^2$, while $K^2$ is of order $B^2$ and drops out. This is the stated formula.

**One carrier type.** With holes alone, $R_H=1/p$; with electrons alone, $R_H=-1/n$. At fixed current, fewer carriers give a larger Hall voltage, so a zero read with the one-carrier formula would mean infinitely many carriers, not none. At fixed voltage along the bar, $E_y=s\mu BE_x$ does not contain the density at all. With no carriers there is no current, and $R_H$ is undefined.

**Finite field.** Each term of $A+iK$ is $N\mu(1+is\mu B)/(1+\mu^2B^2)=N\mu/(1-is\mu B)$. Over a common denominator,

$$A+iK=\frac{p\mu_h+n\mu_e+i(p-n)\mu_h\mu_eB}{(1-i\mu_hB)(1+i\mu_eB)}.$$

Its squared modulus is $A^2+K^2$. Putting $K$ over the denominator $(1+\mu_h^2B^2)(1+\mu_e^2B^2)$, which then cancels, gives

$$R_H(B)=\frac{p\mu_h^2-n\mu_e^2+(p-n)\mu_h^2\mu_e^2B^2}{(p\mu_h+n\mu_e)^2+(p-n)^2\mu_h^2\mu_e^2B^2}.$$

At the low-field null, $R_H$ starts at order $B^2$ if $p\neq n$, and the Hall voltage at order $B^3$. In the film this remainder is 0.16 µV, against 1.95 mV for the holes alone. It would not be seen in practice. Near the null the Hall voltage changes by $-42$ µV per kelvin, so 0.16 µV corresponds to 0.004 K. The pair flux also carries heat across the bar, about 14 W/m$^2$; unless the substrate removes it, the resulting temperature difference adds a thermoelectric voltage linear in $B$, roughly 5 µV for a thermally isolated film with a thermal conductivity of 2 W/(m K).

## Where the null lies in equilibrium

Let $b=\mu_e/\mu_h$. The null condition is $p=b^2n$. Multiply by $p$ and use $pn=n_i^2$ to get $p^2=b^2n_i^2$, so

$$p=bn_i,\qquad n=\frac{n_i}{b},\qquad p-n=n_i\left(b-\frac1b\right).$$

For $b>1$ the null lies in p-type material. The conductivity there is $bn_i\mu_h+(n_i/b)\mu_e=n_i(\mu_e+\mu_h)$, the value of the undoped material at the same temperature and mobilities. A conductivity equal to the intrinsic one therefore does not prove that the implant is inactive either.

The least conductivity occurs elsewhere. In $p\mu_h+n_i^2\mu_e/p$ the product of the two terms is fixed, so the sum is smallest when they are equal: $p=\sqrt b\,n_i$, with the value $2n_i\sqrt{\mu_e\mu_h}$. For the film this is 0.0324 S/cm at $p=5.05\times10^{15}$ cm$^{-3}$, compared with 0.0563 S/cm at the Hall null.

Near the null, the one-carrier reading $1/(e|R_H|)$ misleads in both directions. Here the active dose is varied with temperature and mobilities held fixed; densities are per cm$^2$.

| Dose / null dose | True holes | One-carrier reading | Sign |
|---|---|---|---|
| 0.5 | $8.2\times10^{11}$ | $5.6\times10^{11}$ | − |
| 0.9 | $1.4\times10^{12}$ | $7.9\times10^{12}$ | − |
| 1.1 | $1.8\times10^{12}$ | $1.2\times10^{13}$ | + |
| 2.0 | $3.2\times10^{12}$ | $4.5\times10^{12}$ | + |

In the first two rows a p-type film is reported as n-type. In the third the density is overstated nearly sevenfold. The numerical output also lists four times the null dose, which exceeds the present implant and would need a heavier one.

Temperature exposes the cancellation. At fixed $n_i$, $p\mu_h^2-n\mu_e^2$ rises with the acceptor density, because $p$ rises and $n=n_i^2/p$ falls. The sign is therefore positive above the null density $n_i(b-1/b)$ and negative below it. Heating raises $n_i$ and moves the null past a fixed acceptor density. With acceptors, gap and mobilities held fixed, the film gives $+1.41$ mV at 750 K and $-2.50$ mV at 850 K. The gap of CdTe narrows on heating; a rough slope of $-0.45$ meV/K changes these values to $+1.57$ mV and $-3.10$ mV. In a real anneal the active dose may change as well, so the comparison requires a stable film.

Cooling removes the cancellation, because the electron density falls quickly. With the same acceptors and parameters, $n\mu_e^2$ is 5 % of $p\mu_h^2$ at 700 K and 0.1 % at 600 K (2.4 % and 0.02 % with the gap slope above). A zero Hall voltage in this film at room temperature would need another explanation.

## When the Hall factors are not one

If the scattering time depends on energy, the first-order currents contain averages over the carriers, weighted by kinetic energy. The weight arises because a field changes the occupation of a state in proportion to the velocity along the field, and the current contains a second factor of velocity. With $\langle\dots\rangle$ for this weighted average, $N\mu$ becomes $N\langle\mu\rangle$, and $N\mu^2$ becomes $N\langle\mu^2\rangle=rN\langle\mu\rangle^2$. This defines the Hall factor $r=\langle\mu^2\rangle/\langle\mu\rangle^2$. The null becomes

$$r_hp\mu_h^2=r_en\mu_e^2,$$

where $\mu_h$ and $\mu_e$ now denote the mean mobilities. Equal factors cancel. For example, a scattering time proportional to $E^{-1/2}$ for both types gives $r=1.178$ for each and leaves the null in place.

Light holes do not cancel in this way. Let heavy and light holes share one scattering time. Their densities scale as $m^{3/2}$ and their mobilities as $1/m$, so density, density times mobility, and density times squared mobility scale as $m^{3/2}$, $m^{1/2}$ and $m^{-1/2}$. Therefore

$$r_h=\frac{\left(\sum m^{3/2}\right)\left(\sum m^{-1/2}\right)}{\left(\sum m^{1/2}\right)^2}.$$

Rough masses of 0.60 and 0.12 electron masses give $r_h=1.68$. With $r_e=1$ and the mean hole mobility kept, the null moves to $p=bn_i/\sqrt{r_h}$, an active dose of $1.21\times10^{12}$ cm$^{-2}$. At the original dose the Hall voltage would then be about $0.683\times1.954/(1.1)^2=1.1$ mV. The factor $1.1$ is the total conductivity divided by the hole part. The cancellation survives, but at another dose.

## The edges of the bar

At the null, electron–hole pairs flow steadily towards $-y$. Uniform densities require pairs to be created at one edge and to recombine at the other. If the edges do neither, pairs pile up and diffuse back, and the null condition can change.

Let $\delta(y)$ be the small excess density, equal for both types by neutrality, $T$ the thermal energy and $\tau_r$ the pair lifetime. With diffusion constants $\mu T$, the particle fluxes to first order in $B$ are

$$f_h=p\mu_hE_y-\mu_hT\delta'-p\mu_h^2E_xB,$$
$$f_e=-n\mu_eE_y-\mu_eT\delta'-n\mu_e^2E_xB.$$

Write $\sigma=p\mu_h+n\mu_e$. Zero transverse current, $f_h=f_e=f$, gives

$$\sigma E_y=(p\mu_h^2-n\mu_e^2)E_xB-(\mu_e-\mu_h)T\delta'.$$

Put this into $\sigma f_h$. The terms in $E_xB$ are

$$p\mu_h\left[p\mu_h^2-n\mu_e^2-\mu_h(p\mu_h+n\mu_e)\right]=-pn\mu_h\mu_e(\mu_h+\mu_e),$$

and those in $T\delta'$ are

$$\mu_h\left[p(\mu_h-\mu_e)-(p\mu_h+n\mu_e)\right]=-\mu_h\mu_e(p+n).$$

Thus $f=-F-D\delta'$, with

$$F=\frac{pn\mu_h\mu_e(\mu_h+\mu_e)}{\sigma}E_xB,\qquad D=\frac{T\mu_h\mu_e(p+n)}{\sigma}.$$

Steady continuity, $f'=-\delta/\tau_r$, becomes $D\delta''=\delta/\tau_r$, with decay length $L=\sqrt{D\tau_r}$. Edges held at equilibrium have $\delta=0$ there, so $\delta=0$ everywhere and the stated null holds. Inactive edges at $y=\pm w/2$ require $f=0$, that is $\delta'=-F/D$. The solution is

$$\delta=-\frac{FL}{D}\,\frac{\sinh(y/L)}{\cosh(w/2L)}.$$

The mean of $\delta'$ is the difference of $\delta$ between the edges divided by $w$, which equals $-(F/D)\tanh(x)/x$ with $x=w/2L$. Since $TF/D=pn(\mu_h+\mu_e)E_xB/(p+n)$, the mean Hall field obeys

$$\frac{\sigma\overline{E_y}}{E_xB}=p\mu_h^2-n\mu_e^2+\frac{pn(\mu_e^2-\mu_h^2)}{p+n}\,\frac{\tanh x}{x}.$$

For a wide bar the last term vanishes. For a bar much narrower than $L$, but still much wider than the screening length so that neutrality holds, $\tanh(x)/x\to1$, and the right side becomes $(p^2\mu_h^2-n^2\mu_e^2)/(p+n)$. The null is then at $p\mu_h=n\mu_e$, a different condition. This treats the contacts as reading the electrostatic potential. A contact that follows the electrochemical potential of one carrier type alone would not show this narrow-bar null: with no transverse flux of that type, it reads a field $\mu_hE_xB$ for holes or $-\mu_eE_xB$ for electrons.

With a rough lifetime of 10 ns, the film has $L\approx3.6$ µm and $x\approx140$. In the electrostatic reading, inactive edges add $+0.7$ % of the hole term $p\mu_h^2$. A contact that follows the holes reads $+0.8$ %, so for these two readings the 1 mm bar is wide enough. A contact that follows the electrons reads $-7.8$ %, because the excess pairs shift the potential of the minority carriers in proportion to $\delta/n$.

## How far the model can be trusted for a real film

The following are shifts of the depth average of $p\mu_h^2-n\mu_e^2$, given relative to $p\mu_h^2$ at the model's null. Light holes give $+68$ %. A surface bending of 0.10 eV that repels holes at both faces gives $-36$ %, with a screening length of 49 nm. About a third of this shift is due to the lost holes. The rest comes from the electrons drawn to the faces, each of which carries a hundred times the weight of a hole. An implanted layer is also uneven in depth. Layers sharing the same lateral field add their currents, so the null is that of the depth integral of $p\mu_h^2-n\mu_e^2$. If each depth is neutral by itself, a 30 % modulation (one cosine period across the film) at fixed net dose shifts this integral by $-4.5$ % of the hole term. With the spreading of carriers over the screening length included (Poisson's equation, no field at the faces), the shift is $-3.7$ %. The shift arises because $p=N_a/2+\sqrt{N_a^2/4+n_i^2}$ is a convex function of the net acceptor density $N_a$, so unevenness raises the mean $p$, and the mean $n$ by the same amount; electrons have the larger weight. A single implant that has not diffused is far more uneven than this and leaves much of the film nearly intrinsic, where electrons dominate. For a Gaussian profile centred 300 nm deep with a standard deviation of 100 nm, the same active dose gives $-2.8$ mV, and the null needs $5.1\times10^{12}$ cm$^{-2}$, slightly more than the whole implant. The example with a third of the acceptors active therefore holds only for a nearly uniform profile.

The gap matters as well: 0.05 eV more multiplies the null dose by 0.70. Degeneracy (0.01 % of the hole density), neutral acceptors (0.5 % for a rough depth of 0.10 eV) and carrier heating (electron drift at $6\times10^{-5}$ of thermal speed) are negligible here. Grain boundaries, native defects, substrate conduction and the detailed scattering law are left out and not sized. The 31.6 % activation follows from the chosen dose and is not a forecast for CdTe. For a real film, the dose at which the Hall voltage vanishes has to be found by measurement, with the conductivity and a second temperature recorded beside it.

## Numbers as computed

```
temperature 800 K, kT 0.0689 eV, gap 1.25 eV
masses e, hh, lh: 0.10 0.60 0.12 m_e
mobility e, h: 200 20 cm2/Vs, b = 10.0
film thickness 1000 nm, bar width 1.0 mm
current 10 uA, field 0.50 T
implanted dose 5.00e+12 cm^-2
relative permittivity 10, lifetime 10 ns
intrinsic density 1.597e+15 cm^-3
-- at the Hall null
holes 1.597e+16 cm^-3 = 1.597e-08 A^-3
electrons 1.597e+14 cm^-3 = 1.597e-10 A^-3
net active acceptors 1.581e+16 cm^-3
net active dose 1.581e+12 cm^-2
active share of implant 31.6 %
conductivity 0.0563 S/cm
intrinsic conductivity 0.0563 S/cm
minimum conductivity 0.0324 S/cm
hole density at that minimum 5.051e+15 cm^-3
sheet resistance 1.776e+05 ohm/square
lateral field 17.76 V/cm
sideways hole flux -5.674e+15 cm^-2 s^-1
sideways electron flux -5.674e+15 cm^-2 s^-1
Hall voltage, same holes alone 1.954 mV
Hall voltage at null, cubic rest 0.160 uV
-- scan: dose/null dose, true holes cm^-2, R_H cm3/C,
   one-carrier reading cm^-2, conductivity S/cm
0.5 8.218e+11 -1111.6 5.615e+11 0.0363
0.9 1.441e+12 -78.6 7.939e+12 0.0518
1.1 1.754e+12 +51.8 1.205e+13 0.0609
2.0 3.171e+12 +139.7 4.468e+12 0.1042
4.0 6.330e+12 +91.2 6.847e+12 0.2041
-- same acceptors, gap and mobilities held fixed
Hall voltage at 750 K +1.406 mV
Hall voltage at 850 K -2.497 mV
-- neglected effects, as share of the hole term
light holes +68.3 %, r_h = 1.683
surface bending 0.10 eV -35.6 %
30 % depth modulation -4.52 %
edge accumulation +0.70 %
finite field +0.0099 %
-- other sizes
null dose with light holes 1.210e+12 cm^-2
Hall factor, tau ~ E^-1/2: 1.178
screening length 48.6 nm
ambipolar diffusion length 3558 nm
null dose factor for gap +0.05 eV 0.696
degeneracy correction to holes 0.0102 %
neutral acceptors, depth 0.10 eV: 0.49 %
electron drift/thermal speed 5.9e-05
```
